\section*{Building a translation-invariant phonon basis for the one-dimensional Holstein polaron}

\section{What symmetry fixes}

An electron on an infinite chain hops between neighbouring sites with amplitude $t>0$. On the site it occupies it displaces a local oscillator of quantum $\omega$, with coupling energy $g$. With $\hbar=1$ and the zero-point energy left out, the Holstein Hamiltonian is
\begin{equation}
\begin{aligned}
H={}&-t\sum_j(c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j)
-g\sum_j c_j^\dagger c_j(b_j+b_j^\dagger)\\
&+\omega\sum_j b_j^\dagger b_j .
\end{aligned}
\end{equation}
It contains three energies and no other dimensional quantity that can affect the spectrum. The substitution $b_j\to-b_j$ preserves the commutators and reverses the sign of $g$. The lowest energy at zero total momentum therefore has the form
\begin{equation}
E=t\,F\!\left(\frac{\omega}{t},\frac{g^2}{t^2}\right).
\end{equation}
The number sought is $F(1,1)$. From here on energies are in units of $t$ wherever $t$ is not written.

Scaling and the sign change restrict $F$. Translation symmetry removes the position of the electron from the problem. Take first a ring of $L$ sites, and let $m_x$ be the number of phonons at distance $x$ from the electron. For each pattern $m=\{m_x\}$ form the equal-weight sum over electron positions,
\begin{equation}
|m\rangle=\frac1{\sqrt L}\sum_j c_j^\dagger
\prod_x\frac{(b_{j+x}^\dagger)^{m_x}}{\sqrt{m_x!}}\,|{\rm vac}\rangle .
\end{equation}
This state has zero total momentum. For patterns narrower than the ring the matrix elements do not contain $L$, so the limit $L\to\infty$ can be taken at once. A finite set of patterns then describes an infinite chain; what is limited is the phonon cloud.

To find the action of a hop, move the electron from $j$ to $j+1$ and leave the phonons in place. A phonon that was at distance $x$ is now at distance $x-1$. Relabelling the sum by the new position gives the pattern $Rm$ with $(Rm)_x=m_{x+1}$, without a phase because the momentum is zero. With $M=\sum_xm_x$, and with $m^\pm$ denoting one phonon added or removed at $x=0$,
\begin{equation}
\begin{aligned}
H|m\rangle={}&-t|Rm\rangle-t|R^{-1}m\rangle+\omega M|m\rangle\\
&-g\sqrt{m_0+1}\,|m^+\rangle-g\sqrt{m_0}\,|m^-\rangle .
\end{aligned}
\label{action}
\end{equation}
The roots are the usual oscillator matrix elements.

\section{The first three spaces by hand}

Set $t=\omega=g=1$ and begin with the empty pattern $|0\rangle$. Both hops return it to itself, so its diagonal element is $-2$. In this one-state space $E_0=-2$, the bottom of the bare band.

Applying $H$ once also creates one phonon on the electron site. Call that state $|1_0\rangle$. Its hops lead outside the two-state space, so the matrix is
\begin{equation}
H^{(1)}=\begin{pmatrix}-2&-1\\-1&1\end{pmatrix}.
\end{equation}
Its secular equation, $(E+2)(E-1)=1$, or $E^2+E-3=0$, has the lower root
\begin{equation}
E_1=-\frac{1+\sqrt{13}}2=-2.302776 .
\end{equation}

A second application adds $|1_{+1}\rangle$ and $|1_{-1}\rangle$, with the phonon one site from the electron, and $|2_0\rangle$, with two phonons on the electron site. There are now five states. Reflection symmetry separates the combination $(|1_{+1}\rangle-|1_{-1}\rangle)/\sqrt2$, which does not couple to the others. The even combination $|s\rangle=(|1_{+1}\rangle+|1_{-1}\rangle)/\sqrt2$ does couple, because
\begin{equation}
-|1_{+1}\rangle-|1_{-1}\rangle=-\sqrt2\,|s\rangle .
\end{equation}
Creating the second phonon on the electron site also gives $-\sqrt2$, this time from $\sqrt{m_0+1}$. Let $v_0,v_1,v_s,v_2$ be the amplitudes of $|0\rangle,|1_0\rangle,|s\rangle,|2_0\rangle$. The eigenvalue equations are
\begin{align}
(E+2)v_0&=-v_1,\\
(E-1)v_1&=-v_0-\sqrt2\,v_s-\sqrt2\,v_2,\\
(E-1)v_s&=-\sqrt2\,v_1,\\
(E-2)v_2&=-\sqrt2\,v_1 .
\end{align}
Solve the last two for $v_s$ and $v_2$ and insert them in the second:
\begin{equation}
\left[E-1-\frac2{E-1}-\frac2{E-2}\right]v_1=-v_0 .
\end{equation}
Substituting this $v_0$ in the first equation and dividing by $-v_1$ gives
\begin{equation}
(E+2)\left[E-1-\frac2{E-1}-\frac2{E-2}\right]=1 .
\end{equation}
The lowest root is $E_2=-2.419746$. As a check, at this energy the bracket is $-3.419746+0.584839+0.452515=-2.382392$, whose reciprocal is $-0.419746=E_2+2$.

Each space contains the previous one. The minimum of $\langle H\rangle$ over a larger space cannot be higher, hence $E_{N+1}\le E_N$, and each $E_N$ is an upper bound to $E$.

\section{The general construction}

The hand calculation becomes an algorithm as follows.
\begin{enumerate}
\item Put the empty pattern in an indexed list. It is also the first frontier.
\item Apply the two hops, the creation and, if $m_0>0$, the annihilation to every frontier pattern. Patterns not yet in the list are appended and form the next frontier.
\item Repeat this $N$ times.
\item Fill the sparse matrix from Eq.~(\ref{action}), dropping images outside the list, and find its lowest eigenvalue by an iterative method.
\end{enumerate}

Every pattern receives its own variational amplitude. The space contains the span of the $N+1$ vectors $|0\rangle,H|0\rangle,\ldots,H^N|0\rangle$, and from $N=2$ on it is larger.

A pattern can be stored as one integer with five bits per site, enough for occupations up to 31. A hop is then a shift by five bits, and creation adds one in the field of the electron site. It suffices to enter the hops in one direction and the creations, and then add the transpose: the reverse hop is the transpose of the forward hop, and annihilation is the transpose of creation. For the empty pattern the forward hop gives a diagonal entry $-t$. Adding the transpose doubles it to the required $-2t$.

\subsection{Which patterns appear, and when}

Let $a\le0\le b$ be the outermost sites of the set made up of the phonon sites and the electron site $x=0$. The first appearance of a pattern is at level
\begin{equation}
\ell(m)=M+(b-a)+\min(-a,b).
\label{level}
\end{equation}
At least $M$ creations are needed. Phonons are created only where the electron is, so the electron must visit every phonon site and finish at $x=0$. Hops made before the first creation leave the empty pattern unchanged, so the starting point of the walk is free. If there are phonons on both sides, the shortest walk starts at the farther end, crosses to the nearer end and returns to the electron's final site. Its length is $(b-a)+\min(-a,b)$. With phonons on one side only, the minimum vanishes and the walk goes straight in from the far end. Annihilation does not help: omitting it together with the creation of the removed phonon gives the same pattern in two fewer steps.

For $N=6$, all patterns allowed by Eq.~(\ref{level}) were enumerated separately. They coincide with the 127 patterns generated by $H$.

\subsection{The size of the space}

The same rule gives the dimension $D_N$ by counting. The empty pattern and those with phonons only on the electron site number $1+N$. For phonons reaching to distance $b$ on one side, one phonon must sit at the far end and the remaining $M-1$ are distributed over $b+1$ sites. For phonons reaching to distances $p$ and $q$ on the two sides, both ends must be occupied. Thus
\begin{equation}
\begin{aligned}
D_N={}&1+N+2\sum_{b\ge1}\ \sum_{M=1}^{N-b}\binom{M-1+b}{b}\\
&+\sum_{p,q\ge1}\ \sum_{M=2}^{N-p-q-\min(p,q)}\binom{M-2+p+q}{p+q},
\end{aligned}
\end{equation}
where sums with an upper limit below the lower one are empty. For $N=2$ this is $1+2+2=5$, as found above. It agrees with the generated dimension for every $N$ from 0 to 16.

The growth follows from a generating function in which $z^\ell$ marks the level. Put $\rho=z/(1-z)$. The one-sided patterns contribute
\begin{equation}
2\sum_{b\ge1}\frac{z^{b+1}}{(1-z)^{b+1}}=\frac{2\rho^2}{1-\rho}
=\frac{2z^2}{(1-z)(1-2z)} .
\end{equation}
Near its nearest pole, $z=1/2$, this behaves as $1/(1-2z)$, which means $2^\ell$ patterns at level $\ell$. For two-sided patterns with $q=p+s$ and $s\ge1$, set $w=z^3/(1-z)^2$. Their contribution is
\begin{equation}
\frac{z^2}{1-z}\sum_{s\ge1}\rho^s\sum_{p\ge1}w^p
=\frac{z^2}{1-z}\,\frac{z}{1-2z}\,\frac{w}{1-w}.
\end{equation}
At $z=1/2$ one has $w=1/2$, so the coefficient of $1/(1-2z)$ is $\frac12\cdot\frac12\cdot1=\frac14$. The case $p>q$ doubles it to $\frac12$. Patterns with $p=q$ have their nearest pole at $w=1$, where $z>1/2$, and grow more slowly. The level count thus tends to $\frac32\,2^\ell$, and its sum over levels to
\begin{equation}
D_N\to3\cdot2^N .
\end{equation}
At $N=16$ the dimension is 178617, or 2.73 times $2^N$. At $N=60$, counting alone gives 2.9991 times $2^N$.

\section{How many digits are settled}

A falling sequence of upper bounds does not say how far it still has to fall. A lower bound can be obtained from the part of $H\psi_N$ that leaves the space. For the normalized level-$N$ vector define
\begin{equation}
r_N^2=\|(H-E_N)\psi_N\|^2=\langle H^2\rangle-E_N^2 .
\end{equation}
One application of $H$ reaches no farther than level $N+1$, so this norm needs just one additional level.

Suppose that the zero-momentum spectrum contains nothing between $E$ and some $\mu>E_N$. Then $(H-E)(H-\mu)$ is non-negative on every zero-momentum state. Taking its expectation value and using $\langle H^2\rangle=E_N^2+r_N^2$,
\begin{equation}
\begin{aligned}
0&\le E_N^2+r_N^2-(E+\mu)E_N+E\mu\\
&=r_N^2-(E_N-E)(\mu-E_N).
\end{aligned}
\end{equation}
Division by the positive number $\mu-E_N$ yields Temple's inequality,
\begin{equation}
E_N-\frac{r_N^2}{\mu-E_N}\le E\le E_N .
\label{temple}
\end{equation}

A polaron accompanied by a distant free phonon has energy at least $E+\omega$, which suggests $\mu=E+\omega=-1.46968$. This choice assumes that no excited bound state lies below that threshold. The second level computed at $N=12$ is $-1.45422$, above the threshold. It is consistent with the assumption but does not prove it, because a variational second level is itself an upper bound. The value inserted for $E$ in $\mu$ is the $N=16$ energy, so it is also assumed that the remaining error of that energy is negligible compared with $\omega$. The lower bounds below are conditional on these two assumptions.

The case $N=1$ can be followed by hand. Outside the two-state space, $H$ takes $|1_0\rangle$ to $-\sqrt2|s\rangle-\sqrt2|2_0\rangle$, so $r_1^2=4v_1^2$. From $v_1=-(E_1+2)v_0=0.302776\,v_0$ and normalization, $v_1^2=0.08398$ and $r_1^2=0.3359$. The lower bound is
\begin{equation}
-2.3028-\frac{0.3359}{-1.4697+2.3028}=-2.7060 .
\end{equation}
Larger spaces close the interval:
\begin{center}
\begin{tabular}{rrcc}
$N$ & $D_N$ & $E_N$ & lower bound\\
4 & 27 & $-2.46728954$ & $-2.47637138$\\
6 & 127 & $-2.46962665$ & $-2.46991235$\\
8 & 568 & $-2.46968376$ & $-2.46968909$\\
10 & 2456 & $-2.46968471$ & $-2.46968479$\\
12 & 10391 & $-2.46968472$ & $-2.46968473$
\end{tabular}
\end{center}
The upper bound already rounds to $-2.46968$ at $N=7$. Both bounds do so from $N=10$, with 2456 states. At $N=16$,
\begin{equation}
E=-2.46968\,t\qquad(t=\omega=g).
\end{equation}
Measured from the $N=16$ energy, the error falls from $5.8\times10^{-5}$ at $N=6$ to $9.6\times10^{-7}$ at $N=8$, a factor of about eight per level, while the dimension roughly doubles. This rate is a numerical observation for these parameters.

A ring treated with explicit electron positions gives an independent value. All off-diagonal elements are non-positive and connect the states, so its lowest eigenvector can be chosen positive. It is then unchanged by translation and has zero momentum. With at most seven phonons, the energies are $-2.47148$ for six sites and $-2.46971$ for ten. The distance from the infinite-chain value shrinks from $1.8\times10^{-3}$ to $2.6\times10^{-5}$. Allowing an eighth phonon lowers the ten-site energy by a further $7\times10^{-7}$, which makes the second distance $2.7\times10^{-5}$.

\section{Two limits and the shape of the cloud}

\subsection{Weak coupling}

To first order in $g$, the electron carries at most one phonon, with amplitude $\phi_x$ at distance $x$. The first-order equation $(H_0+2t)\phi=g|1_0\rangle$, where $H_0$ is $H$ without coupling, reads
\begin{equation}
(\omega+2t)\phi_x-t(\phi_{x+1}+\phi_{x-1})=g\,\delta_{x0}.
\end{equation}
Away from $x=0$ a decaying solution is $\phi_x=\phi_0\kappa^{|x|}$. With $A=\omega+2t$ it requires $t\kappa^2-A\kappa+t=0$, whose root below one is
\begin{equation}
\kappa=\frac{A-\sqrt{A^2-4t^2}}{2t}.
\end{equation}
At $x=0$ the equation becomes $(A-2t\kappa)\phi_0=g$, so $\phi_0=g/\sqrt{A^2-4t^2}$. The coupling back to the empty pattern contributes $-g\phi_0$, hence
\begin{equation}
E=-2t-\frac{g^2}{\sqrt{(\omega+2t)^2-4t^2}}+O(g^4).
\end{equation}
For $t=\omega=1$ and $g=0.05$ the formula gives a shift of $-1.11803\times10^{-3}$, against $-1.11816\times10^{-3}$ from the $N=12$ basis. Carried to $g=1$ it gives $-2-1/\sqrt5=-2.44721$ and misses 4.8\% of the full energy gain of $0.46968$.

For $t=\omega$ the decay factor is $\kappa=0.382$: at weak coupling, each further site reduces the one-phonon amplitude by this factor. At $g=1$ the first-order profile is only approximate. When $\omega\ll t$, writing $\kappa=e^{-\epsilon}$ gives $2\cosh\epsilon=2+\omega/t$, so $\epsilon\simeq\sqrt{\omega/t}$. While the coupling is weak enough for the first-order profile to hold, the cloud then spreads over about $\sqrt{t/\omega}$ sites, and $N$ must grow to reach its tail. Stronger coupling can contract the cloud.

\subsection{No hopping}

For $t=0$ the occupied site is a displaced oscillator. Completing the square gives
\begin{equation}
\omega b^\dagger b-g(b+b^\dagger)
=\omega\left(b^\dagger-\frac g\omega\right)\!\left(b-\frac g\omega\right)-\frac{g^2}\omega .
\end{equation}
The lowest energy is $-g^2/\omega$. The phonon number has a Poisson distribution of mean $g^2/\omega^2$, and the basis must contain its upper tail.

At $t=\omega=g$ this mean would be 1 without hopping, and the zero-phonon weight $e^{-1}=0.37$. With hopping the $N=16$ vector has a mean of 0.319 phonons and a zero-phonon weight of 0.738. The electron is only lightly dressed, which suits a basis built outward from the empty pattern.

\section{Energy scale in an amorphous oxide}

As an illustration, choose $t=\hbar\omega=g=50$ meV; these values are not fitted to an oxide. They describe a narrow band: for a site spacing $a=3$ \AA, the band mass $\hbar^2/2ta^2$ is about $8.5\,m_e$. A conduction mass near $0.3\,m_e$, typical of amorphous oxide semiconductors, would need $t$ above 1 eV. With the same $g$ and $\omega$, the weak-coupling formula then gives a dressing energy of only about 5 meV, and the cloud is several sites wide. The bare band is then $4t=200$ meV wide. The polaron energy is $-2.46968\times50=-123.5$ meV, which lies $0.46968\times50=23.5$ meV below the bare band bottom. At 300 K, $k_{\rm B}T=25.9$ meV and each oscillator holds on average 0.169 thermal phonons, so the zero-temperature state is not a room-temperature description. Amorphous films also break the translation symmetry on which the basis rests. Lowering one site of the ten-site ring by 50 meV, with the other parameters fixed, lowers the polaron energy by 16.7 meV (about 0.07 meV less on a ring of fourteen sites), comparable to the dressing energy itself.

For this choice the no-hopping relaxation energy $g^2/\omega$ is 50 meV. Take for comparison a deep trap that relaxes by 0.5 eV. With the same phonon energy, that means a mean of ten phonons. In the no-hopping limit 2.7\% of the weight then lies above 16 phonons, and cutting the oscillator at 16 raises the energy by 4.2 meV, or 0.8\% of the relaxation energy. Convergence at $g=\omega$ thus cannot be carried over to such a trap; $N$ has to be raised until the energy settles again. The single chain, the dispersionless phonon and the purely local coupling are further simplifications, so these energies illustrate the narrow-band case $t=\omega=g$ and do not predict the properties of a particular oxide. The complete sequence of energies and bounds is in the numerical output.

\section*{Computed results}
\begin{verbatim}
t = 1.0, omega = 1.0, g = 1.0 (energies in units of t)
N, basis size, E_N, conditional lower bound:
  0       1 -2.000000000 -3.885670742
  1       2 -2.302775638 -2.705972223
  2       5 -2.419746088 -2.549091582
  3      12 -2.457683602 -2.495788387
  4      27 -2.467289544 -2.476371377
  5      59 -2.469283178 -2.471042889
  6     127 -2.469626650 -2.469912351
  7     270 -2.469677036 -2.469717776
  8     568 -2.469683760 -2.469689090
  9    1185 -2.469684607 -2.469685269
 10    2456 -2.469684710 -2.469684790
 11    5063 -2.469684722 -2.469684732
 12   10391 -2.469684724 -2.469684725
 13   21247 -2.469684724 -2.469684724
 14   43310 -2.469684724 -2.469684724
 15   88052 -2.469684724 -2.469684724
 16  178617 -2.469684724
last energy drop E_15 - E_16 = 3.62e-13 t
previous drop E_14 - E_15 = 2.92e-12 t
residual squared at N = 15: 2.25e-12 t^2
basis size / 2^N at N = 60: 2.9991
second level at N = 12: -1.45422 t
one-phonon threshold E + omega: -1.46968 t
mean phonon number: 0.31941
zero-phonon weight: 0.73844
second-order energy at g = 1: -2.44721 t
weak coupling g = 0.05: shift -1.118158e-03 t
weak coupling formula: shift -1.118034e-03 t
ring of 6, up to 7 phonons: E = -2.4714769 t
ring of 10, up to 7 phonons: E = -2.4697107 t
ring of 10: mean phonon number 0.31951
ring of 10: zero-phonon weight 0.73834
chosen scale t = g = phonon energy = 50.0 meV
polaron energy E = -123.484 meV
gain below bare band bottom = 23.484 meV
kT at 300 K = 25.85 meV
thermal phonons per site at 300 K = 0.1690
one site lowered by 50 meV: ring gain 16.73 meV
deep trap: relaxation 500 meV, mean phonons 10.0
deep trap: weight above 16 phonons 0.0270
deep trap: energy error of 16-phonon cutoff 4.190 meV
\end{verbatim}
